# The vacancy level of a honeycomb lattice with staggered site energies: verification in Python

```python
# Result under test: on a honeycomb lattice with site energies +Delta (A) and
# -Delta (B) and nearest-neighbour hopping -t, removing one A site leaves a
# state exactly at -Delta, living on B only, and no level with |E| < Delta.
# Symbols: L = cells along each side of a periodic sheet, N = L*L cells,
# T = hopping block from B to A, phi = vacancy state on B,
# F(k) = 1 + exp(-i k.a1) + exp(-i k.a2), g = mean of 1/|F|^2 over the k mesh.
# Energies are in eV and lengths in nm.
import numpy as np
from scipy.linalg import block_diag
from scipy.constants import e, k as k_boltzmann

hop = 1.0            # t, rough value for a germanium honeycomb sheet
delta = 0.10         # chosen staggering
lattice = 0.40       # rough lattice constant
buckling = 0.07      # rough height difference of the two sublattices
spin_orbit = 0.012   # rough spin-orbit half-gap
temperature = 300.0  # K
L_main = 20


def translation(L, di, dj):
    one = np.eye(L)
    return np.kron(np.roll(one, di, axis=0), np.roll(one, dj, axis=0))


def hopping_block(L):
    return -hop * (np.eye(L * L) + translation(L, 1, 0) + translation(L, 0, 1))


def hamiltonian(T, stagger):
    n_a, n_b = T.shape
    return np.block([[stagger * np.eye(n_a), T],
                     [T.T, -stagger * np.eye(n_b)]])


def count(levels, energy):
    return int(np.sum(np.abs(levels - energy) < 1e-9))


def inverse_structure(L):
    k = 2 * np.pi * np.arange(L) / L
    return 1 / (1 + np.exp(-1j * k)[:, None] + np.exp(-1j * k)[None, :])


def mean_inverse_square(L):
    return np.mean(np.abs(inverse_structure(L))**2)


def same_sublattice_terms(L):
    """Second-neighbour sum and chiral spin-orbit sum on one full sublattice."""
    C = translation(L, 1, 0) + translation(L, -1, 1) + translation(L, 0, -1)
    return C + C.T, 1j * (C - C.T) / (3 * np.sqrt(3))


def perturbations(L):
    """Unit-strength terms on the sheet with A site number 0 removed."""
    N = L * L
    second, chiral = same_sublattice_terms(L)
    second = second + 3 * np.eye(N)  # measured from the shifted band edge
    near = np.flatnonzero(hopping_block(L)[0])
    site = np.zeros((N, N))
    site[near, near] = 1
    bond = np.zeros((N, N))
    bond[np.ix_(near, near)] = -1
    bond[near, near] = 0
    empty = np.zeros((N - 1, N - 1))
    return {"second-neighbour hopping": block_diag(second[1:, 1:], second),
            "neighbour site shift": block_diag(empty, site),
            "neighbour rebonding": block_diag(empty, bond),
            "spin-orbit coupling": block_diag(-chiral[1:, 1:], chiral)}


# Level counts, with and without Dirac points on the k mesh
counts = {}
for L in (6, 7):
    T = hopping_block(L)
    full = np.linalg.eigvalsh(hamiltonian(T, delta))
    cut = np.linalg.eigvalsh(hamiltonian(T[1:], delta))
    counts[L] = [count(full, -delta), count(full, delta),
                 count(cut, -delta), count(cut, delta)]
    assert counts[L][2] - counts[L][3] == 1
    assert np.min(np.abs(cut)) > delta - 1e-9
assert counts[6] == [2, 2, 2, 1]
assert counts[7] == [0, 0, 1, 0]

# Full spectrum from singular values, other staggerings, and the mirror case
T7 = hopping_block(7)
singular = np.linalg.svd(T7[1:], compute_uv=False)
for stagger in (0.0, 0.1, 0.7):
    cut = np.linalg.eigvalsh(hamiltonian(T7[1:], stagger))
    root = np.sqrt(stagger**2 + singular**2)
    predicted = np.sort(np.concatenate([root, -root, [-stagger]]))
    assert np.allclose(cut, predicted, atol=1e-9)
    assert count(cut, -stagger) == 1
mirror = np.linalg.eigvalsh(hamiltonian(T7[:, 1:], delta))
assert count(mirror, delta) == 1 and count(mirror, -delta) == 0

# Unequal bond strengths do not move the level
rng = np.random.default_rng(4)
T_random = T7 * rng.uniform(0.7, 1.3, T7.shape)
cut = np.linalg.eigvalsh(hamiltonian(T_random[1:], delta))
assert count(cut, -delta) >= 1 and np.min(np.abs(cut)) > delta - 1e-9

# Worked cell: diagonalization against the Fourier construction of phi
N = L_main**2
T = hopping_block(L_main)
pristine = np.linalg.eigvalsh(hamiltonian(T, delta))
H_vac = hamiltonian(T[1:], delta)
levels, states = np.linalg.eigh(H_vac)
assert count(levels, -delta) == 1
index = int(np.argmin(np.abs(levels + delta)))
vacancy_state = states[:, index]
weight_a = np.sum(vacancy_state[:N - 1]**2)
assert weight_a < 1e-16
phi = np.fft.ifft2(inverse_structure(L_main)).ravel()
phi = phi / np.linalg.norm(phi)
assert abs(abs(np.vdot(phi, vacancy_state[N - 1:])) - 1) < 1e-9
n_below = int(np.sum(levels < -delta - 1e-9))
n_above = int(np.sum(levels > -delta + 1e-9))
assert n_below == N - 1 and n_above == N - 1
g_main = mean_inverse_square(L_main)
near = np.flatnonzero(T[0])
near_weight = np.sum(vacancy_state[N - 1 + near]**2)
assert abs(near_weight - 1 / (3 * g_main)) < 1e-9
participation = np.sum(vacancy_state**4)

# Logarithmic norm: a 1/L correction has opposite signs for L = 1 and 2
# modulo 3, so neighbouring sizes of the two classes are averaged
log_slope = 2 / (np.sqrt(3) * np.pi)
sizes = (20, 200, 2000)
g_values = [mean_inverse_square(L) for L in sizes]
mean_g, mean_log, class_gap = [], [], []
for L, g in zip(sizes[1:], g_values[1:]):
    g_other = mean_inverse_square(L - 1)
    mean_g.append((g + g_other) / 2)
    mean_log.append((np.log(L) + np.log(L - 1)) / 2)
    class_gap.append(L * (g - g_other - log_slope * np.log(L / (L - 1))))
slope_found = (mean_g[1] - mean_g[0]) / (mean_log[1] - mean_log[0])
assert abs(slope_found / log_slope - 1) < 1e-3
# L times the class difference is a nonzero constant if the correction is 1/L
assert abs(class_gap[1]) > 0.1
assert abs(class_gap[0] / class_gap[1] - 1) < 0.05

# 1/r tail on a large sheet
L_big = sizes[2]
density = np.abs(np.fft.ifft2(inverse_structure(L_big)))**2
cell = np.fft.fftfreq(L_big) * L_big
x = cell[:, None] + cell[None, :] / 2 + 0.5
y = np.sqrt(3) / 2 * cell[None, :] + np.sqrt(3) / 6
radius = np.sqrt(x**2 + y**2)
ring_slopes = []
for inner in (10, 30):
    ring = (radius >= inner) & (radius < 3 * inner)
    ring_slopes.append(np.sum(density[ring]) / np.log(3))
    # the sharp ring edge on a discrete lattice costs up to a few per cent
    assert abs(ring_slopes[-1] / log_slope - 1) < 0.04

# First-order shifts: finite differences of exact levels against formulas
factors = {"second-neighbour hopping": 1.0, "neighbour site shift": 1 / 3,
           "neighbour rebonding": -2 / 3, "spin-orbit coupling": 0.0}
L_small = 10
H_small = hamiltonian(hopping_block(L_small)[1:], delta)
g_small = mean_inverse_square(L_small)
step = 1e-4
for name, V in perturbations(L_small).items():
    ends = []
    for sign in (1, -1):
        E = np.linalg.eigvalsh(H_small + sign * step * V)
        ends.append(E[np.argmin(np.abs(E + delta))])
    derivative = (ends[0] - ends[1]) / (2 * step)
    assert abs(derivative - factors[name] / g_small) < 1e-5, name

# Spin-orbit coupling moves the bulk valence edge by its half-gap
chiral6 = same_sublattice_terms(6)[1]
E = np.linalg.eigvalsh(hamiltonian(hopping_block(6), delta)
                       + spin_orbit * block_diag(-chiral6, chiral6))
edge_shift = np.max(E[E < 0]) + delta
assert abs(edge_shift - spin_orbit) < 1e-9

# Size of neglected terms in the worked cell (trial strengths in eV)
strengths = {"second-neighbour hopping": 0.03, "neighbour site shift": 0.10,
             "neighbour rebonding": 0.20, "spin-orbit coupling": spin_orbit}
repulsion = 2.0
neglected = []
for name, V in perturbations(L_main).items():
    first = strengths[name] * factors[name] / g_main
    E, U = np.linalg.eigh(H_vac + strengths[name] * V)
    overlap = np.abs(vacancy_state @ U)**2
    best = int(np.argmax(overlap))
    shift = round(float(E[best] + delta), 4) + 0.0
    neglected.append((name, strengths[name], first, shift, overlap[best]))

cell_area = np.sqrt(3) / 2 * lattice**2
thermal = k_boltzmann * temperature / e
print(f"hopping t = {hop:.2f} eV, staggering Delta = {delta:.2f} eV")
print(f"lattice constant = {lattice:.2f} nm, buckling = {buckling:.2f} nm")
print(f"cells per side L = {L_main}, cells N = {N}")
print(f"side of sheet = {L_main * lattice:.1f} nm")
print(f"vacancy density = {1e14 / (N * cell_area):.3e} cm^-2")
print(f"infinite-sheet gap 2 Delta = {2 * delta:.2f} eV")
print(f"pristine cell: top valence level = {np.max(pristine[pristine < 0]):.6f} eV")
print(f"pristine cell: lowest upper level = {np.min(pristine[pristine > 0]):.6f} eV")
print(f"vacancy level = {levels[index]:.9f} eV = {levels[index] * e:.4e} J")
print(f"distance of vacancy level from -Delta = {abs(levels[index] + delta):.1e} eV")
print(f"next level below = {levels[index - 1]:.6f} eV")
print(f"next level above = {levels[index + 1]:.6f} eV")
print(f"levels below / above vacancy level = {n_below} / {n_above} (per spin)")
print(f"weight on A sublattice = {weight_a:.1e}")
print(f"weight on three neighbours = {near_weight:.4f}")
print("level counts: pristine -Delta, +Delta; vacancy -Delta, +Delta")
for L, row in counts.items():
    print(f"  L = {L}: {row[0]}, {row[1]}; {row[2]}, {row[3]}")
for L, g in zip(sizes, g_values):
    print(f"L = {L}: g = {g:.4f}, neighbour weight = {1 / (3 * g):.4f}")
print(f"slope of g against ln L: found {slope_found:.5f}, formula {log_slope:.5f}")
print(f"L x class difference of g, L = 200, 2000: {class_gap[0]:.4f}, {class_gap[1]:.4f}")
print(f"slope from rings 10-30 a, 30-90 a: {ring_slopes[0]:.4f}, {ring_slopes[1]:.4f}")
print("neglected terms: strength, first-order shift, full shift (eV), overlap")
for name, strength, first, shift, overlap in neglected:
    print(f"  {name}: {strength:.3f}, {first:.4f}, {shift:.4f}, {overlap:.3f}")
print(f"spin-orbit shift of bulk valence edge = {edge_shift:.4f} eV")
print(f"sum of phi^4 = {participation:.4f}")
print(f"trial on-site repulsion = {repulsion:.1f} eV")
print(f"mean-field spin splitting = {repulsion * participation:.4f} eV")
print(f"thermal energy at {temperature:.0f} K = {thermal:.4f} eV")
print(f"Delta / thermal energy = {delta / thermal:.2f}")
print(f"unscreened field giving Delta = {10 * 2 * delta / buckling:.1f} MV/cm")
print("tests ok")
```

Printed output:

```
hopping t = 1.00 eV, staggering Delta = 0.10 eV
lattice constant = 0.40 nm, buckling = 0.07 nm
cells per side L = 20, cells N = 400
side of sheet = 8.0 nm
vacancy density = 1.804e+12 cm^-2
infinite-sheet gap 2 Delta = 0.20 eV
pristine cell: top valence level = -0.202052 eV
pristine cell: lowest upper level = 0.202052 eV
vacancy level = -0.100000000 eV = -1.6022e-20 J
distance of vacancy level from -Delta = 5.6e-17 eV
next level below = -0.202052 eV
next level above = 0.202052 eV
levels below / above vacancy level = 399 / 399 (per spin)
weight on A sublattice = 1.0e-30
weight on three neighbours = 0.2510
level counts: pristine -Delta, +Delta; vacancy -Delta, +Delta
  L = 6: 2, 2; 2, 1
  L = 7: 0, 0; 1, 0
L = 20: g = 1.3281, neighbour weight = 0.2510
L = 200: g = 2.1544, neighbour weight = 0.1547
L = 2000: g = 2.9988, neighbour weight = 0.1112
slope of g against ln L: found 0.36755, formula 0.36755
L x class difference of g, L = 200, 2000: 0.8401, 0.8382
slope from rings 10-30 a, 30-90 a: 0.3724, 0.3678
neglected terms: strength, first-order shift, full shift (eV), overlap
  second-neighbour hopping: 0.030, 0.0226, 0.0237, 0.991
  neighbour site shift: 0.100, 0.0251, 0.0264, 0.989
  neighbour rebonding: 0.200, -0.1004, -0.0674, 0.765
  spin-orbit coupling: 0.012, 0.0000, 0.0004, 0.996
spin-orbit shift of bulk valence edge = 0.0120 eV
sum of phi^4 = 0.0341
trial on-site repulsion = 2.0 eV
mean-field spin splitting = 0.0682 eV
thermal energy at 300 K = 0.0259 eV
Delta / thermal energy = 3.87
unscreened field giving Delta = 28.6 MV/cm
tests ok
```
